\section*{Weibull Slope of Oxide Breakdown in an Independent-Cell Percolation Model}

\section{One cell, then two}

Consider an oxide so thin that one defect connects its two electrodes. Divide its area into $N$ equal cells. Defects arrive in each cell as a Poisson process whose mean accumulated number is
\begin{equation}
m(t)=\left(\frac{t}{\tau}\right)^\alpha,\qquad \alpha>0,\quad \tau>0.
\label{eq:m}
\end{equation}
The time $\tau$ is that at which a cell has received one defect on average, and $\alpha$ describes how generation proceeds in time. A cell is still sound with probability $e^{-m}$, the Poisson probability of no arrival. The oxide survives if all $N$ cells are sound. For independent cells the failed fraction $F(t)$ of a population of such oxides therefore obeys
\begin{equation}
1-F=(e^{-m})^N=e^{-Nm}.
\end{equation}
Define the cumulative hazard $H=-\ln(1-F)$. Then
\begin{equation}
\ln H=\ln N+\alpha\ln(t/\tau).
\end{equation}
A Weibull plot shows $\ln H$ against $\ln t$. Here it is a straight line of slope $\alpha$, and a larger area raises the line without tilting it.

Now let the oxide be two cells thick, with breakdown requiring both cells of one column to be defective. While defects are rare, each cell is defective with probability close to $m$, and both are defective with probability close to $m^2$. With $N$ columns, $H\simeq Nm^2$, and the slope is $2\alpha$. The second required site has supplied a second factor $m$, and with it a second $\alpha$.

\section{The general model}

Let the oxide have area $A$ and thickness $t_{\rm ox}$, and let the cells be cubes of edge $a$. The numbers of columns and of cells per column are
\begin{equation}
N=\frac{A}{a^2},\qquad n=\frac{t_{\rm ox}}{a},
\end{equation}
both taken as integers. The assumptions are these:
\begin{itemize}
\item Arrivals in different cells are independent and have the same mean $m(t)$.
\item A cell becomes defective at its first arrival and remains so.
\item Breakdown is the first moment at which some straight column is wholly defective. The later growth of the leakage current is not described.
\end{itemize}

The probability that a given cell is defective is
\begin{equation}
p=1-e^{-m}.
\label{eq:p}
\end{equation}
Independence within a column gives the probability $q=p^n$ that the column conducts. Independence between columns gives the survival probability
\begin{equation}
1-F=(1-p^n)^N,
\label{eq:F}
\end{equation}
and hence
\begin{equation}
H=-N\ln(1-p^n).
\label{eq:H}
\end{equation}
Equation~\eqref{eq:F} was tested at three values of $p$ by summing the probabilities of all 4096 states of a lattice with four columns and three rows.

For small $m$, expansion of \eqref{eq:p} gives $p=m-m^2/2+\cdots$, and expansion of the logarithm gives $-\ln(1-q)=q+q^2/2+\cdots$. To leading order,
\begin{equation}
H\simeq Nm^n=N\left(\frac{t}{\tau}\right)^{\alpha n}.
\label{eq:leading}
\end{equation}
Setting the right-hand side equal to $(t/\eta)^\beta$ identifies the Weibull parameters:
\begin{equation}
\boxed{\;\beta=\alpha n=\frac{\alpha t_{\rm ox}}{a},\qquad
\eta=\tau N^{-1/(\alpha n)}.\;}
\label{eq:result}
\end{equation}
The slope is proportional to the number of sites needed to span the oxide, provided that defects are still rare when breakdown occurs and that $\alpha$ and $a$ do not vary with thickness. A plot of $\beta$ against $t_{\rm ox}$ then determines the ratio $\alpha/a$. That plot alone does not give $a$. One needs either $\alpha$ from a separate measurement of defect generation or, if $\tau$ is the same for all thicknesses, the time scales: $\ln\eta=\ln\tau-(\ln N)/\beta$, so a plot of $\ln\eta$ against $1/\beta$ gives $N=A/a^2$. The second route is sensitive, since for $N=10^{10}$ an error of $2\,\%$ in $\beta$ changes $a$ by about $20\,\%$.

\section{How good is the proportionality?}

\subsection{The slope at finite defect probability}

Define the local slope $\beta_{\rm loc}=d\ln H/d\ln t$, and let
\begin{equation}
u=-\ln(1-q)=\frac{H}{N},\qquad q=1-e^{-u}.
\end{equation}
Since $\ln H=\ln N+\ln u$ and $N$ is constant, the chain rule gives
\begin{equation}
\beta_{\rm loc}=
\frac{d\ln u}{d\ln q}\,
\frac{d\ln q}{d\ln p}\,
\frac{d\ln p}{d\ln m}\,
\frac{d\ln m}{d\ln t}.
\end{equation}
The four factors are
\begin{align}
\frac{d\ln u}{d\ln q}&=\frac{q}{u}\frac{du}{dq}
=\frac{q}{u(1-q)}=\frac{1-e^{-u}}{u e^{-u}}=\frac{e^u-1}{u},\\
\frac{d\ln q}{d\ln p}&=n,\\
\frac{d\ln p}{d\ln m}&=\frac{m}{p}\frac{dp}{dm}
=\frac{m e^{-m}}{1-e^{-m}}=\frac{m}{e^m-1},\\
\frac{d\ln m}{d\ln t}&=\alpha.
\end{align}
With $g(x)=(e^x-1)/x$, their product is
\begin{equation}
\beta_{\rm loc}=\alpha n\,\frac{g(u)}{g(m)}.
\label{eq:slope}
\end{equation}
This holds at any $m>0$ within the model. For $n=1$ one has $q=p$, so $u=m$ and the slope is $\alpha$ at all times, as found at the start.

\subsection{Two-sided bounds}

The function $g$ can be written as
\begin{equation}
g(x)=\int_0^1 e^{xs}\,ds .
\end{equation}
For $x\geq0$ it increases with $x$ and is at least 1. Because $0<p<1$ and $n\geq1$, we have $p^n\leq p$. Taking $-\ln(1-\cdot)$ of both sides preserves the order and gives $u\leq m$. Thus $g(u)\leq g(m)$, and $\beta_{\rm loc}\leq\alpha n$.

For the lower bound, use $g(u)\geq1$ together with the identity
\begin{equation}
\frac{m}{e^m-1}+\frac m2
=\frac m2\,\frac{e^m+1}{e^m-1}
=\frac m2\coth\frac m2\geq1.
\end{equation}
The inequality follows from $\tanh y\leq y$ for $y\geq0$. Therefore
\begin{equation}
\alpha n\left(1-\frac m2\right)\leq\beta_{\rm loc}\leq\alpha n .
\label{eq:bounds}
\end{equation}
The physical source of the reduction is saturation: an arrival in a cell that is already defective does not help to complete a path. It enters through $1/g(m)$; the factor $g(u)\geq1$ acts the other way and cancels it exactly for $n=1$. The slope formula and both bounds were tested against finite differences of \eqref{eq:H} for $n$ from 1 to 8 and $m$ from 0.001 to 3.

\subsection{The whole distribution}

An accurate slope at one time does not by itself guarantee an accurate time scale. Let
\begin{equation}
R(m)=\ln\frac{H}{Nm^n}=\ln\frac{u}{m^n}.
\end{equation}
As $m\to0$, $p/m\to1$ and $u/p^n\to1$, so $R\to0$. At fixed $N$ and $n$,
\begin{equation}
\frac{dR}{d\ln m}=\frac{\beta_{\rm loc}}{\alpha}-n .
\end{equation}
By \eqref{eq:bounds} the right-hand side lies between $-nm/2$ and zero. Division by $m$ shows that $dR/dm$ lies between $-n/2$ and zero, and integration from zero gives
\begin{equation}
e^{-nm/2}\leq\frac{H}{Nm^n}\leq1 .
\label{eq:distribution}
\end{equation}
The Weibull law with parameters \eqref{eq:result} therefore never predicts fewer failures than the cell model from which it came. Its hazard is accurate when $nm/2\ll1$, a stricter condition than the one for the slope, $m/2\ll1$.

To take the large-area limit, set $t=\eta x$ with $x$ fixed. Then
\begin{equation}
m=\left(\frac{\eta}{\tau}\right)^\alpha x^\alpha=N^{-1/n}x^\alpha,
\qquad Nm^n=x^{\alpha n}.
\end{equation}
For fixed $n$ and $N\to\infty$, $m$ tends to zero. Both sides of \eqref{eq:distribution} then tend to 1, and
\begin{equation}
F(\eta x)\longrightarrow1-\exp(-x^{\alpha n}).
\end{equation}
This is the precise sense in which the model yields a Weibull distribution.

\section{Area, early failures and inversion}

Let $t_{63}$ be the time at which $H=1$, or $F=1-e^{-1}\simeq63.2\,\%$. In the rare-defect regime, and if also $m\ll2\alpha$ at that time, $t_{63}\simeq\eta$. If the area is multiplied by $s$, then $N$ becomes $sN$, and \eqref{eq:result} gives
\begin{equation}
\frac{t_{63}(sA)}{t_{63}(A)}\simeq s^{-1/\beta}.
\label{eq:area}
\end{equation}
For a small failed fraction $F$, solving $(t_F/\eta)^\beta=-\ln(1-F)$ gives
\begin{equation}
\frac{t_F}{t_{63}}\simeq[-\ln(1-F)]^{1/\beta}.
\label{eq:early}
\end{equation}
Both ratios fall further below 1 as $\beta$ decreases. A thin oxide thus loses a larger fraction of its lifetime in the step from a small test capacitor to a large circuit, and again in the step from the bulk of the population to its first failures.

Both ratios start from $t_{63}$, not from $\eta$, and their error lies on the unsafe side: because $\beta_{\rm loc}\leq\alpha n$, a line of slope $\alpha n$ drawn down from $t_{63}$ lies below the model hazard, so for $s>1$ and small $F$ the formulas overestimate the lifetime. For $N=10^{10}$, $n=10$ and $\alpha=0.5$ they give 0.398 instead of 0.383 for $s=100$, and 0.158 instead of 0.149 for $F=10^{-4}$.

Neither approximation is needed in a calculation, because \eqref{eq:H} can be inverted in closed form. Given $F$, evaluate in order
\begin{align}
H&=-\ln(1-F), & q&=1-e^{-H/N}, & p&=q^{1/n},\nonumber\\
m&=-\ln(1-p), & t_F&=\tau m^{1/\alpha}. &&
\label{eq:inverse}
\end{align}
The second operation needs care. For $N=10^{10}$ and $F=10^{-4}$, $H/N$ is about $10^{-14}$, and forming $1-e^{-H/N}$ by subtraction in double precision leaves only two or three significant digits. Use the library functions \texttt{expm1} and \texttt{log1p}, which evaluate $e^x-1$ and $\ln(1+x)$ without this cancellation. If $p$ is close to 1, obtain $1-p$ as $-\mathrm{expm1}(\ln q/n)$.

\section{Worked example}

Take the round parameters $a=1\,$nm, $A=10^4\,\mu{\rm m}^2$, $t_{\rm ox}=4\,$nm, $\alpha=0.5$ and $\tau=10^8\,$s. They do not represent a particular material. Since $1\,\mu{\rm m}^2=10^6\,{\rm nm}^2$,
\begin{equation}
N=10^4\times10^6=10^{10},\quad n=4,\quad
\beta=0.5\times4=2.
\end{equation}
The Weibull scale is
\begin{equation}
\eta=10^8\,{\rm s}\times(10^{10})^{-1/2}=1000\,{\rm s}.
\end{equation}
Inversion of the full model at $H=1$ gives $p=3.16\times10^{-3}$, $m=3.17\times10^{-3}$ and $t_{63}=1003\,$s. The oxide fails when about one cell in 300 is defective, a density of
\begin{equation}
\frac{p}{a^3}=3.16\times10^{-3}\,{\rm nm}^{-3}
=3.16\times10^{18}\,{\rm cm}^{-3}.
\end{equation}
This low average density suffices because there are $10^{10}$ columns in which four defects may happen to line up.

The local slope at $t_{63}$ is 1.997. The relative deficit from 2 is about $m/2=0.16\,\%$, as \eqref{eq:bounds} leads one to expect. The small excess of $t_{63}$ over $\eta$ has the same origin. At $H=1$, $p\simeq N^{-1/n}$ and $m\simeq p(1+p/2)$, so with $1/\alpha=2$
\begin{equation}
\frac{t_{63}}{\eta}=\left(\frac{m}{N^{-1/n}}\right)^2
\simeq\left(1+\frac p2\right)^2\simeq1+p=1.003 .
\end{equation}

The largest difference between the Weibull and model values of $F$ is 0.0024, an absolute difference in failed fraction. It can be estimated by hand. Put $z=(t/\eta)^\beta$. To first order the model hazard is $z(1-nm/2)$, with $m=N^{-1/n}z^{1/n}$. Since $dF=e^{-H}dH$,
\begin{equation}
\Delta F\simeq\frac n2N^{-1/n}\,z^{1+1/n}e^{-z}.
\end{equation}
Setting the derivative of $(1+1/n)\ln z-z$ to zero places the maximum at $z=1+1/n=1.25$. There $\Delta F\simeq2\times0.00316\times0.379=0.0024$, in agreement with the computed value.

For a hundredfold area, \eqref{eq:area} predicts a lifetime ratio of $100^{-1/2}=0.1$; the full model gives 0.0998, or $t_{63}=100\,$s. For $0.01\,\%$ failures, \eqref{eq:early} gives $(10^{-4})^{1/2}=0.01$; the full model gives 0.00997, or 10.0\,s. Had the oxide been 2\,nm thick, with $\beta=1$, each ratio would have been the square of its 4\,nm value: 0.01 for the area and 0.0001 for the early failures.

\section{Where proportionality to thickness ends}

\subsection{A thickness criterion}

At $H=1$ the defect probability is
\begin{equation}
p_{63}=(1-e^{-1/N})^{1/n}\simeq N^{-1/n}\qquad(N\gg1).
\end{equation}
It rises with $n$ at fixed area: a thicker oxide must accumulate a greater defect density before one of its columns is complete. Rare defects require $N^{-1/n}=e^{-(\ln N)/n}\ll1$, that is, $n$ well below $\ln N$; $n=\tfrac13\ln N$ already gives $p_{63}\simeq0.05$.

A usable criterion follows from \eqref{eq:bounds}. To keep the relative slope deficit at $t_{63}$ below $\epsilon$, it is sufficient that $m\leq2\epsilon$, or $p_{63}\leq1-e^{-2\epsilon}$. Since $1-e^{-1/N}\leq1/N$, this is ensured by $N^{-1/n}\leq1-e^{-2\epsilon}$. Taking logarithms and dividing by a positive quantity gives
\begin{equation}
n\leq\frac{\ln N}{-\ln(1-e^{-2\epsilon})}.
\end{equation}
With $\ln N=23.03$ and $\epsilon=0.05$ the right-hand side is 9.8, so up to nine cells keep the slope deficit below $5\,\%$; the criterion says nothing about the time scale. At $n=10$ the computed slope is 4.74 instead of 5, a deficit just above $5\,\%$. The time scale is already less accurate: $t_{63}=1.11\times10^6\,$s, whereas $\eta=10^8\times10^{-2}=10^6\,$s. Their ratio is $(m/N^{-1/n})^{1/\alpha}=(0.1054/0.1)^2=1.11$. To first order its excess over 1 is $m/(2\alpha)$, which for $\alpha=0.5$ is twice the slope deficit $m/2$.

\subsection{The very thick limit}

For $n=20$, 40 and 80 the slopes at $t_{63}$ are 8.2, 12.9 and 18.5, while $\alpha n$ is 10, 20 and 40. To find the limiting behaviour, let $L=-\ln(1-e^{-1/N})\simeq\ln N$. For $n\gg L$,
\begin{equation}
p_{63}=e^{-L/n}\simeq1-\frac Ln .
\end{equation}
Since $e^{-m}=1-p$, it follows that
\begin{equation}
m\simeq\ln\frac nL,\qquad
e^m-1=\frac{p}{1-p}\simeq\frac nL .
\end{equation}
At $H=1$, $u=1/N$ and $g(u)\simeq1$. Equation~\eqref{eq:slope} becomes
\begin{equation}
\beta_{\rm loc}\simeq\alpha n\,\frac{m}{e^m-1}
\simeq\alpha\ln N\,\ln\frac{n}{\ln N}.
\label{eq:thick}
\end{equation}
The slope continues to grow, but only logarithmically. The formula is approached slowly: for $N=10^{10}$ it gives 14.3 against the model value 18.5 at $n=80$, and 43.4 against 44.1 at $n=1000$. Nearly all cells are now defective, and failure awaits the last sound cells in the most advanced column. At the formal value $n=10^6$ the computed slope and \eqref{eq:thick} both give 122.9. That thickness would be a millimetre; it tests the asymptotic formula and does not describe a gate oxide.

\section{Changing the assumptions}

\subsection{Paths that step sideways}

Suppose that defective cells in neighbouring columns may connect. Consider a two-dimensional lattice of $n$ rows and $w\geq3$ columns, periodic sideways, in which cells touching at an edge or a corner are connected. A path changes its row by at most one per step, so it needs at least one defective cell in every row. The smallest spanning set still has $n$ cells. There are $w$ choices in the first row and three in each later row, so that
\begin{equation}
F=w\,3^{n-1}p^n+O(p^{n+1}).
\end{equation}
The early-failure slope remains $\alpha n$. At fixed small $F$, a prefactor larger by $3^{n-1}$ must be offset by a smaller $t^{\alpha n}$, so the time shifts by the factor $3^{-(n-1)/(\alpha n)}$. Enumeration for $w=4$ and $n=3$ found 36 smallest spanning sets, against 4 for straight columns, and a tail slope $d\ln F/d\ln p$ of 3.00. This result concerns the low-failure tail. At larger $p$ the spanning sets overlap and longer paths contribute, and the whole curve has not been derived here.

\subsection{Correlated defects}

The factor $n$ depends on independence within a column. In the opposite extreme, a single event makes all cells of a column defective together. The column then fails with probability $p=1-e^{-m}$, so $H=Nm$ and the slope is $\alpha$ for every thickness. A slope below $\alpha n$ may therefore reflect correlation as well as saturation.

\subsection{Uneven thickness}

Let a fraction $f$ of the columns have $n-1$ cells and the rest $n$, with $n\geq2$. For rare defects the hazards of the two groups add:
\begin{equation}
H\simeq N\left[(1-f)m^n+fm^{n-1}\right]
=Nm^{n-1}\left[(1-f)m+f\right].
\end{equation}
Logarithmic differentiation gives
\begin{equation}
\beta_{\rm loc}\simeq\alpha\left[n-1+\frac{(1-f)m}{(1-f)m+f}\right].
\end{equation}
The slope falls from $\alpha n$ towards $\alpha(n-1)$ once $f$ is comparable with $m$. In the worked example $m$ is about 0.003 at breakdown, so a few thin columns per thousand are enough to alter the slope. The average thickness is then a poor guide to the slope.

\section{Sampling check and use with data}

The distribution was also tested by drawing an arrival time for every cell, taking the latest time in each column and then the earliest among the columns. With 2000 oxides of $10^4$ columns each and $\alpha=0.5$, maximum-likelihood Weibull fits gave slopes of 0.51, 0.99 and 1.48 for $n=1$, 2 and 3. The predictions are 0.5, 1 and 1.5. The deviations are of the size of the sampling error of such a fit, about $2\,\%$, and vary from one sample to the next; for $n=3$, where $m\simeq0.05$ at $t_{63}$, saturation also lowers the expected fit by about $2\,\%$. The samples passed a Kolmogorov--Smirnov test against \eqref{eq:F} at the $0.1\,\%$ level.

When \eqref{eq:result} is applied to measured breakdown times, $\tau$ and $\alpha$ must stay constant during the stress, and each recorded time must be that of the first complete path, not of a later rise in leakage current. The value of $\tau$ may differ between thicknesses, for instance because the oxide field differs; this moves the Weibull line but leaves $\alpha n$ unchanged. A change of $\alpha$ with thickness does alter the slope, and $\beta$ is then no longer proportional to $t_{\rm ox}$. The remaining computed values are in the numerical output that follows.

\section*{Computed results}
\begin{verbatim}
Cell edge a = 1.0 nm; area A = 10000 um^2
Thickness = 4.0 nm; cells per column n = 4
Columns N = 1.000e+10; alpha = 0.5; tau = 1.0e+08 s
Weibull slope alpha*n = 2.000
Exact local slope at 63.2 % failure = 1.99683
Lower bound on that slope = 1.99683
Mean arrivals per cell at t63, m = 3.16729e-03
Defect probability per cell at t63, p = 3.16228e-03
Defective-cell density at t63 = 3.162e+18 cm^-3
Weibull scale eta = 1000.00 s; exact t63 = 1003.17 s
Largest error of Weibull F = 0.00240
t63 at 100 times the area = 100.100 s
Ratio of t63, large/small area = 0.09978
Time to 0.01 % failure = 10.003 s
Ratio of that time to t63 = 0.00997
Thickness table (same A, a, alpha, tau):
n | alpha*n | exact slope at t63 | m at t63 | t63 (s) | t63 ratio for 100 A | t(0.01 %)/t63
2 | 1.0 | 1.0000 | 1.0000e-05 | 1.0000e-02 | 9.9999e-03 | 1.0000e-04
3 | 1.5 | 1.4997 | 4.6427e-04 | 2.1554e+01 | 4.6399e-02 | 2.1536e-03
4 | 2.0 | 1.9968 | 3.1673e-03 | 1.0032e+03 | 9.9784e-02 | 9.9718e-03
5 | 2.5 | 2.4875 | 1.0050e-02 | 1.0101e+04 | 1.5753e-01 | 2.4908e-02
6 | 3.0 | 2.9674 | 2.1780e-02 | 4.7436e+04 | 2.1294e-01 | 4.5630e-02
10 | 5.0 | 4.7412 | 1.0536e-01 | 1.1101e+06 | 3.8264e-01 | 1.4867e-01
20 | 10.0 | 8.2195 | 3.8013e-01 | 1.4450e+07 | 5.7908e-01 | 3.4277e-01
40 | 20.0 | 12.8621 | 8.2632e-01 | 6.8280e+07 | 7.0849e-01 | 5.1298e-01
80 | 40.0 | 18.4887 | 1.3859e+00 | 1.9206e+08 | 7.8875e-01 | 6.3420e-01
ln N = 23.026
Formal limit check n = 1000000: slope = 122.947, logarithmic law = 122.945
Monte Carlo: 2000 oxides of 10000 columns each
n = 1: fitted slope = 0.5096, alpha*n = 0.5
n = 2: fitted slope = 0.9946, alpha*n = 1.0
n = 3: fitted slope = 1.4829, alpha*n = 1.5
Small lattice: 4 columns, 3 rows, 4096 states
Smallest spanning sets, straight = 4
Smallest spanning sets, sideways = 36
Sideways tail slope d ln F/d ln p = 2.9996
\end{verbatim}
